**Apparent width of a sphere scanned by a spherical tip**

A rigid sphere of radius $r$ on a flat substrate, scanned through its centre by a tip with a spherical end of radius $R>r$, has the apparent base width $w=4\sqrt{Rr}$, provided that the tip's shank does not touch first. The program samples the sphere's upper surface in three dimensions, finds the smallest tip lift that avoids penetration at every sampled point, and obtains image widths by bisection. It asserts that these results agree with the derived formulas for the image profile, the base width for four pairs of radii, the contact height, and the widths at finite height. It also asserts that a cone of half-angle $\alpha$ leaves the base width unchanged 2° below the limit $\sin\alpha=(R-r)/(R+r)$ and increases it 5° above. Two further cases, a blunt cone and a sphere larger than the tip, are compared with their own width formulas. For $R=10$ nm and $r=2$ nm, the output shows a base width of 17.889 nm from both the formula and the simulated scan, against a true diameter of 4 nm. The tip radius recovered from the simulated width and height is 10.000 nm.

## Numerical check

```python
# Result under test: a rigid sphere of radius r on a flat substrate, scanned
# through its centre by a tip with a spherical end of radius R > r, has the
# apparent base width w = 4*sqrt(R*r), if the tip shank does not touch first.
# Symbols: x = lateral offset of the tip axis from the sphere centre,
# lift = height of the tip's lowest point when it rests on the sphere alone,
# alpha = half-angle of the cone that continues the spherical end smoothly
# (alpha = 0 means a hemisphere on a cylindrical shank). Lengths are in nm.
# The numerical side samples the sphere surface in 3D and finds the smallest
# lift that avoids penetration at every sampled point.
import numpy as np

polar, azimuth = np.meshgrid(np.linspace(0, np.pi / 2, 1001),
                             np.linspace(-np.pi, np.pi, 61), indexing="ij")
UNIT_X = (np.sin(polar) * np.cos(azimuth)).ravel()
UNIT_Y = (np.sin(polar) * np.sin(azimuth)).ravel()
UNIT_Z = np.cos(polar).ravel()


def tip_surface(rho, R, alpha):
    """Height of the tip surface above its lowest point at axial distance rho."""
    cap = R - np.sqrt(np.maximum(R**2 - rho**2, 0.0))
    joint = R * np.cos(alpha)
    if alpha == 0:
        flank = np.inf
    else:
        flank = R * (1 - np.sin(alpha)) + (rho - joint) / np.tan(alpha)
    return np.where(rho <= joint, cap, flank)


def lift_and_contact(x, R, r, alpha):
    """Smallest non-penetrating lift and height of the touching point."""
    rho = np.hypot(r * UNIT_X - x, r * UNIT_Y)
    surface = r + r * UNIT_Z
    needed = surface - tip_surface(rho, R, alpha)
    k = np.argmax(needed)
    return needed[k], surface[k]


def scanned_width(R, r, alpha, level=0.0):
    """Full image width at a given height, by bisection on the lift."""
    low, high = 0.0, 4 * (R + r)
    for _ in range(40):
        middle = 0.5 * (low + high)
        if lift_and_contact(middle, R, r, alpha)[0] > level:
            low = middle
        else:
            high = middle
    return low + high


R, r = 10.0, 2.0
alpha = np.radians(20.0)
tol = 1e-3  # nm, set by the finite sampling of the sphere surface

# Base width, for the example and for other pairs of radii
width = 4 * np.sqrt(R * r)
width_scan = scanned_width(R, r, alpha)
assert abs(width_scan - width) < tol
for R_other, r_other in [(5.0, 1.0), (20.0, 3.0), (30.0, 10.0)]:
    found = scanned_width(R_other, r_other, np.radians(10.0))
    assert abs(found - 4 * np.sqrt(R_other * r_other)) < tol

# Image profile and peak height
profile = []
for x in (0.0, 2.0, 4.0, 6.0, 8.0):
    z_formula = r - R + np.sqrt((R + r)**2 - x**2)
    z_scan = lift_and_contact(x, R, r, alpha)[0]
    assert abs(z_scan - z_formula) < tol
    profile.append((x, z_scan))
peak = profile[0][1]
assert abs(peak - 2 * r) < tol

# Height of the touching point when the tip also reaches the substrate
contact = 2 * R * r / (R + r)
contact_scan = lift_and_contact(width_scan / 2, R, r, alpha)[1]
assert abs(contact_scan - contact) < 0.01  # surface points are 0.003 nm apart

# Limiting cone angle: no effect below it, extra width above it
alpha_limit = np.arcsin((R - r) / (R + r))
below = scanned_width(R, r, alpha_limit - np.radians(2.0))
above = scanned_width(R, r, alpha_limit + np.radians(5.0))
assert abs(below - width) < tol
assert above > width + 0.05

# Blunt cone: the flank touches first
blunt = np.radians(60.0)
width_blunt = 2 * ((R + r) - (R - r) * np.sin(blunt)) / np.cos(blunt)
width_blunt_scan = scanned_width(R, r, blunt)
assert abs(width_blunt_scan - width_blunt) < tol

# Exchanged radii, hemisphere on a cylindrical shank: the shank touches first
R_small, r_large = 2.0, 10.0
width_shank = 2 * (R_small + r_large)
width_shank_scan = scanned_width(R_small, r_large, 0.0)
assert abs(width_shank_scan - width_shank) < tol
assert width_shank_scan > 4 * np.sqrt(R_small * r_large) + 1.0

# Widths read at a finite height
threshold = 0.2
width_threshold = 2 * np.sqrt((R + r)**2 - (R - r + threshold)**2)
width_threshold_scan = scanned_width(R, r, alpha, threshold)
assert abs(width_threshold_scan - width_threshold) < tol
width_half = 2 * np.sqrt(r**2 + 2 * R * r)
width_half_scan = scanned_width(R, r, alpha, r)
assert abs(width_half_scan - width_half) < tol

# Tip radius recovered from the simulated image alone
R_recovered = width_scan**2 / (8 * peak)
assert abs(R_recovered - R) < 0.01

print(f"tip radius R = {R:.1f} nm")
print(f"sphere radius r = {r:.1f} nm")
print(f"cone half-angle of the example tip = {np.degrees(alpha):.1f} deg")
print(f"sum of radii R + r = {R + r:.1f} nm")
print(f"difference of radii R - r = {R - r:.1f} nm")
print(f"product R r = {R * r:.1f} nm^2")
print(f"squared half-width 4 R r = {4 * R * r:.1f} nm^2")
print(f"half-width 2 sqrt(R r) = {width / 2:.3f} nm")
print(f"base width, formula = {width:.3f} nm")
print(f"base width, simulated scan = {width_scan:.3f} nm")
print(f"base width, formula = {width * 10:.1f} angstrom")
print(f"true diameter 2 r = {2 * r:.1f} nm")
print(f"base width / true diameter = {width / (2 * r):.3f}")
print(f"apparent peak height, simulated scan = {peak:.3f} nm")
for x, z in profile:
    print(f"simulated image height at x = {x:.1f} nm: {z:.3f} nm")
print(f"contact height at base edge, formula = {contact:.3f} nm")
print(f"contact height at base edge, simulated = {contact_scan:.3f} nm")
print(f"limiting cone half-angle = {np.degrees(alpha_limit):.2f} deg")
print(f"base width, cone 2 deg below limit, simulated = {below:.3f} nm")
print(f"base width, cone 5 deg above limit, simulated = {above:.3f} nm")
print(f"blunt cone half-angle = {np.degrees(blunt):.1f} deg")
print(f"base width, blunt cone, formula = {width_blunt:.3f} nm")
print(f"base width, blunt cone, simulated = {width_blunt_scan:.3f} nm")
print(f"exchanged radii: R = {R_small:.1f} nm, r = {r_large:.1f} nm")
print(f"exchanged radii, shank formula = {width_shank:.3f} nm")
print(f"exchanged radii, simulated = {width_shank_scan:.3f} nm")
print(f"exchanged radii, 4 sqrt(R r) = "
      f"{4 * np.sqrt(R_small * r_large):.3f} nm")
print(f"height threshold = {threshold:.1f} nm")
print(f"width at threshold, formula = {width_threshold:.3f} nm")
print(f"width at threshold, simulated = {width_threshold_scan:.3f} nm")
print(f"width at half height, formula = {width_half:.3f} nm")
print(f"width at half height, simulated = {width_half_scan:.3f} nm")
print(f"tip radius recovered from simulated image = {R_recovered:.3f} nm")
print("all assertions hold")
```

Output:

```
tip radius R = 10.0 nm
sphere radius r = 2.0 nm
cone half-angle of the example tip = 20.0 deg
sum of radii R + r = 12.0 nm
difference of radii R - r = 8.0 nm
product R r = 20.0 nm^2
squared half-width 4 R r = 80.0 nm^2
half-width 2 sqrt(R r) = 8.944 nm
base width, formula = 17.889 nm
base width, simulated scan = 17.889 nm
base width, formula = 178.9 angstrom
true diameter 2 r = 4.0 nm
base width / true diameter = 4.472
apparent peak height, simulated scan = 4.000 nm
simulated image height at x = 0.0 nm: 4.000 nm
simulated image height at x = 2.0 nm: 3.832 nm
simulated image height at x = 4.0 nm: 3.314 nm
simulated image height at x = 6.0 nm: 2.392 nm
simulated image height at x = 8.0 nm: 0.944 nm
contact height at base edge, formula = 3.333 nm
contact height at base edge, simulated = 3.334 nm
limiting cone half-angle = 41.81 deg
base width, cone 2 deg below limit, simulated = 17.889 nm
base width, cone 5 deg above limit, simulated = 18.022 nm
blunt cone half-angle = 60.0 deg
base width, blunt cone, formula = 20.287 nm
base width, blunt cone, simulated = 20.287 nm
exchanged radii: R = 2.0 nm, r = 10.0 nm
exchanged radii, shank formula = 24.000 nm
exchanged radii, simulated = 24.000 nm
exchanged radii, 4 sqrt(R r) = 17.889 nm
height threshold = 0.2 nm
width at threshold, formula = 17.523 nm
width at threshold, simulated = 17.523 nm
width at half height, formula = 13.266 nm
width at half height, simulated = 13.266 nm
tip radius recovered from simulated image = 10.000 nm
all assertions hold
```
